**Temperature-independent band intensity in the double-harmonic model**

The program tests the result $\int\sigma\,d\omega=(2\pi^2/3c)\,|\partial\mu/\partial Q|^2$ for the $v\to v+1$ band of a harmonic mode, net of stimulated emission. Here $\sigma$ is the absorption cross-section per molecule, $\omega$ the angular frequency, $c$ the speed of light, $\mu$ the dipole and $Q$ the mass-weighted normal coordinate, in atomic units. It asserts that thermal sums over levels and matrix elements from a grid diagonalization agree with the formula, and that two non-thermal populations and a pair of coupled modes do so too. Time propagation of an aligned oscillator in a weak pulse tests the prefactor apart from the orientational factor $1/3$, and the upward and downward probabilities. Further assertions cover anharmonic potentials, a curved dipole, the rotational correction and the conversion to molar units. For carbon dioxide at the RHF/cc-pVDZ level, the output shows 132.06 km/mol for the bend pair at 150, 300, 600 and 1200 K, while the share of the fundamental falls from 0.999 to 0.358. The model cases show that anharmonicity can make the $v\to v+1$ part vary slightly with temperature, by an amount that depends on the potential, although the total over all lines stays constant for a linear dipole.

## Numerical check

```python
"""
Result under test: for harmonic modes and a dipole linear in the normal
coordinates, the v -> v+1 band of a mode (fundamental plus hot bands, net of
stimulated emission) has the temperature-independent integrated cross-section
    integral sigma d(omega) = (2 pi^2 / 3c) |dmu/dQ|^2     (atomic units).
Q: mass-weighted normal coordinate, omega: angular frequency, mu: dipole,
c: speed of light, p_i: population of state i, kT: thermal energy,
x = exp(-omega/kT), n = x/(1-x): mean number of quanta.
Example: carbon dioxide, RHF/cc-pVDZ.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import lpmv
from pyscf import gto, scf, hessian

c = 1 / sc.alpha
amu = sc.atomic_mass / sc.m_e
k_B = sc.k / sc.value('Hartree energy')
bohr = sc.value('Bohr radius')
# integrated cross-section over omega (a.u.) -> molar intensity in km/mol
to_km_mol = bohr * sc.N_A / (2 * np.pi * c) / 1000


def close(a, b, rel):
    return np.allclose(a, b, rtol=rel, atol=0)


# ---------- grid oscillator: levels and coordinate matrices ----------
q = np.linspace(-12, 12, 121)
dq = q[1] - q[0]
diff = np.subtract.outer(np.arange(q.size), np.arange(q.size))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**diff / safe**2) / dq**2


def solve(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


def matrix_of(function_values, states):
    return states.T @ (function_values[:, None] * states)


def boltzmann(levels, kT):
    w = np.exp(-(levels - levels[0]) / kT)
    return w / w.sum()


def pair_terms(levels, dipole, pop):
    """Absorption and stimulated emission, omega_fi |mu_fi|^2 p, for i < f."""
    gap = levels[None, :] - levels[:, None]
    strength = np.triu(gap * dipole**2, 1)
    return pop[:, None] * strength, pop[None, :] * strength


def net_terms(levels, dipole, pop):
    up, down = pair_terms(levels, dipole, pop)
    return up - down


E_ho, V_ho = solve(q**2 / 2)
q_ho = matrix_of(q, V_ho)
v = np.arange(20)
assert close(E_ho[:20], v + 0.5, 1e-8)
assert close(q_ho[v, v + 1]**2, (v + 1) / 2, 1e-8)

# ---------- populations that are not thermal ----------
single = np.zeros(q.size)
single[3] = 1.0
mixed = np.zeros(q.size)
mixed[:10] = np.random.default_rng(5).random(10)
mixed /= mixed.sum()
for pop in (single, mixed):
    assert close(net_terms(E_ho, q_ho, pop).sum(), 0.5, 1e-7)

# ---------- two coupled modes, vector dipole, band by band ----------
nb = 24
one = np.eye(nb)
q1 = q_ho[:nb, :nb]
q2 = matrix_of(q**2, V_ho)[:nb, :nb]
E1 = np.diag(E_ho[:nb])
force = np.array([[1.0, 0.3], [0.3, 2.0]])
H2 = (np.kron(E1, one) + np.kron(one, E1)
      + 0.5 * (force[1, 1] - 1) * np.kron(one, q2)
      + force[0, 1] * np.kron(q1, q1))
E2, V2 = np.linalg.eigh(H2)
coords2 = [V2.T @ np.kron(q1, one) @ V2, V2.T @ np.kron(one, q1) @ V2]
slopes = np.array([[1.0, 0.5], [-0.3, 0.8]])
lines2 = sum(net_terms(E2, s[0] * coords2[0] + s[1] * coords2[1],
                       boltzmann(E2, 0.4)) for s in slopes)
gap2 = E2[None, :] - E2[:, None]
squares, modes2 = np.linalg.eigh(force)
for k in range(2):
    band = lines2[np.abs(gap2 - np.sqrt(squares[k])) < 0.02].sum()
    assert close(band, 0.5 * np.sum((slopes @ modes2[:, k])**2), 1e-5)

# ---------- weak pulse on an aligned oscillator, omega = dmu/dQ = 1 ----------
dt = 0.02
times = np.arange(-1500, 1501) * dt
field = 0.002 * np.exp(-(times / 4)**2 / 2) * np.cos(1.1 * times)
free = (V_ho * np.exp(-1j * E_ho * dt)) @ V_ho.T
psi = V_ho[:, :4].astype(complex)
for a, b in zip(field[:-1], field[1:]):
    psi = np.exp(0.5j * dt * a * q)[:, None] * psi
    psi = np.exp(0.5j * dt * b * q)[:, None] * (free @ psi)
prob = np.abs(V_ho.T @ psi)**2
gain = E_ho @ prob - E_ho[:4]


def spectral_fluence(w):
    amp = np.sum(field * np.exp(1j * w * times)) * dt
    return c * abs(amp)**2 / (4 * np.pi**2)


w_grid = np.arange(0, 4, 0.01)
total_fluence = sum(spectral_fluence(w) for w in w_grid) * 0.01
assert close(total_fluence, c / (4 * np.pi) * np.sum(field**2) * dt, 1e-5)
# aligned molecule: three times the orientation-averaged cross-section
predicted_gain = 3 * (2 * np.pi**2 / (3 * c)) * spectral_fluence(1.0)
assert close(gain, predicted_gain, 2e-3)
for level in range(4):
    assert close(prob[level + 1, level], (level + 1) * predicted_gain, 2e-3)
    if level:
        assert close(prob[level - 1, level], level * predicted_gain, 2e-3)

# ---------- limits of the theorem: anharmonic potential or dipole ----------
kT_model = np.array([0.3, 1.0])


def total_and_step(levels, dipole):
    """All lines, and only v -> v+1, relative to |dmu/dQ|^2 / 2."""
    terms = [net_terms(levels, dipole, boltzmann(levels, kT))
             for kT in kT_model]
    return (np.array([2 * t.sum() for t in terms]),
            np.array([2 * np.diag(t, 1).sum() for t in terms]))


def anharmonic(cubic, quartic):
    levels, states = solve(q**2 / 2 + cubic * q**3 + quartic * q**4)
    return total_and_step(levels, matrix_of(q, states))


coth = 1 / np.tanh(0.5 / kT_model)
an_total, an_step = anharmonic(-0.05, 0.005)
strong_total, strong_step = anharmonic(-0.1, 0.05)
weak_total, weak_step = anharmonic(-0.01, 0.0002)
for total in (an_total, strong_total, weak_total):
    assert close(total, 1, 1e-6)
assert abs(an_step[1] - an_step[0]) > 1e-3
# leading order in the cubic constant; higher orders are neglected
assert close(1 - weak_step, 2 * 0.01**2 * coth, 0.03)

el_total, el_step = total_and_step(E_ho, matrix_of(q + 0.1 * q**2, V_ho))
assert close(el_total, 1 + 0.2**2 * coth / 2, 1e-6)
assert close(el_step, 1, 1e-6)

# ---------- rigid linear rotor, parallel band, omega = 1 ----------
J_max, B_model, kT_rot = 41, 0.01, 0.8
nodes, weights = np.polynomial.legendre.leggauss(60)
line_strength = np.zeros((J_max + 1, J_max + 1))
for m in range(J_max + 1):
    P = np.array([lpmv(m, J, nodes) for J in range(m, J_max + 1)])
    P /= np.sqrt((P**2 @ weights))[:, None]
    cosine = (P * weights * nodes) @ P.T
    line_strength[m:, m:] += (1 if m == 0 else 2) * 3 * cosine**2
J = np.arange(J_max + 1)
rot = B_model * J * (J + 1)
vib = np.arange(60)
Z = np.sum((2 * J + 1) * np.exp(-rot / kT_rot)) * np.exp(-vib / kT_rot).sum()
weighted = unweighted = 0.0
for n_vib in vib:
    p_low = np.exp(-(n_vib + rot) / kT_rot) / Z
    p_high = np.exp(-(n_vib + 1 + rot) / kT_rot) / Z
    net = (n_vib + 1) * (p_low[:, None] - p_high[None, :]) * line_strength
    unweighted += net.sum()
    weighted += np.sum(net * (1 + rot[None, :] - rot[:, None]))
assert close(unweighted, 1, 1e-6)
assert close(weighted, 1 + 2 * B_model / np.tanh(0.5 / kT_rot), 1e-6)

# ---------- carbon dioxide: geometry, frequencies, dipole slopes ----------
mass_O, mass_C = 15.9949146, 12.0
masses = np.array([mass_O, mass_C, mass_O]) * amu


def run_scf(xyz):
    mol = gto.M(atom=list(zip('OCO', xyz.tolist())), unit='Bohr',
                basis='cc-pvdz', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-7, 100
    mf.kernel()
    assert mf.converged
    return mf


def linear(r):
    return np.array([[0, 0, -r], [0, 0, 0], [0, 0, r]], dtype=float)


def pull(r):
    return run_scf(linear(r)).nuc_grad_method().kernel()[2, 2]


r_eq = brentq(pull, 2.05, 2.35, xtol=1e-6)
reference = run_scf(linear(r_eq))


def unit_mode(pattern, axis):
    d = np.zeros((3, 3))
    d[:, axis] = pattern
    return d / np.sqrt(np.sum(masses[:, None] * d**2))


def mode_data(d):
    h = 0.02 / np.abs(d).max()
    runs = {s: run_scf(linear(r_eq) + s * h * d) for s in (-2, -1, 1, 2)}
    e = {s: m.e_tot - reference.e_tot for s, m in runs.items()}
    mu = {s: m.dip_moment(unit='AU', verbose=0) for s, m in runs.items()}
    curvature = (16 * (e[1] + e[-1]) - e[2] - e[-2]) / (12 * h**2)
    slope = (8 * (mu[1] - mu[-1]) - mu[2] + mu[-2]) / (12 * h)
    return np.sqrt(curvature), np.linalg.norm(slope)


ungerade = [1, -2 * mass_O / mass_C, 1]
w_bend, s_bend = mode_data(unit_mode(ungerade, 0))
w_anti, s_anti = mode_data(unit_mode(ungerade, 2))
w_sym, s_sym = mode_data(unit_mode([-1, 0, 1], 2))

hess = reference.Hessian().kernel().transpose(0, 2, 1, 3).reshape(9, 9)
root_m = np.sqrt(np.repeat(masses, 3))
eigen = np.linalg.eigvalsh(hess / np.outer(root_m, root_m))[-4:]
assert close(np.sqrt(eigen), sorted([w_bend, w_bend, w_sym, w_anti]), 2e-3)
assert s_sym < 1e-3 * s_bend


def band_formula(slope):
    return 2 * np.pi**2 / (3 * c) * slope**2


slope_SI = s_bend * sc.e / np.sqrt(sc.m_e)
molar_SI = sc.N_A * slope_SI**2 / (12 * sc.epsilon_0 * sc.c**2) / 1000
assert close(band_formula(s_bend) * to_km_mol, molar_SI, 1e-7)

print("CO2, RHF/cc-pVDZ; a.u. = Hartree atomic units")
print(f"isotope masses O, C: {mass_O:.7f}, {mass_C:.1f} u")
print(f"C-O bond length: {r_eq:.4f} bohr")
for name, w, s in (("bend (each of two)", w_bend, s_bend),
                   ("antisymmetric stretch", w_anti, s_anti),
                   ("symmetric stretch", w_sym, s_sym)):
    print(f"{name}: omega = {w:.6f} hartree, |dmu/dQ| = {s:.6f} a.u.")
for name, value in (("bend pair", 2 * band_formula(s_bend)),
                    ("antisymmetric stretch", band_formula(s_anti))):
    print(f"{name}, formula: integral sigma d(omega) = {value:.5e} a.u."
          f" = {value * to_km_mol:.2f} km/mol")

# ---------- the bend at several temperatures, from grid matrix elements ----------
print("Bend, shares in units of the formula value (dimensionless):")
levels = w_bend * E_ho
dipole = s_bend * q_ho / np.sqrt(w_bend)
for T in (150, 300, 600, 1200):
    kT = k_B * T
    up, down = pair_terms(levels, dipole, boltzmann(levels, kT))
    unit = s_bend**2 / 2
    gross, stimulated = up.sum() / unit, down.sum() / unit
    lines = np.diag(up - down, 1) / unit
    x = np.exp(-w_bend / kT)
    n = x / (1 - x)
    assert close([gross, stimulated], [n + 1, n], 1e-6)
    assert close(lines[:6], (v[:6] + 1) * x**v[:6] * (1 - x)**2, 1e-6)
    pair = 2 * 4 * np.pi**2 / (3 * c) * (up - down).sum()
    assert close(pair, 2 * band_formula(s_bend), 1e-6)
    print(f"T = {T} K: kT = {kT:.6f} hartree, x = {x:.5f}, n = {n:.5f}")
    print(f"  fundamental {lines[0]:.5f}, first hot band {lines[1]:.5f},"
          f" all hot bands {lines[1:].sum():.5f}")
    print(f"  gross {gross:.5f}, stimulated {stimulated:.5f},"
          f" net {gross - stimulated:.5f}")
    print(f"  net intensity of bend pair: {pair * to_km_mol:.2f} km/mol")

B = 1 / (4 * masses[0] * r_eq**2)
print(f"CO2 rotational constant B = {B:.4e} hartree")
for T in (300, 1200):
    extra = 2 * B / w_anti / np.tanh(w_anti / (2 * k_B * T))
    print(f"rotational correction, antisym. stretch, {T} K: {extra:.3e}"
          " (relative)")

print("Pulse test, omega = dmu/dQ = 1, energy gain from v = 0, 1, 2, 3:")
print("  " + ", ".join(f"{g:.5e}" for g in gain) + " (model units)")
print(f"  predicted from the cross-section: {predicted_gain:.5e} (model units)")
print(f"  from v = 2: P(up) = {prob[3, 2]:.5e}, P(down) = {prob[1, 2]:.5e}")
print("Model limits, omega = 1, kT = 0.3 and 1.0, relative to |dmu/dQ|^2/2:")
for name, pair_of_values in (
        ("V = q^2/2 - 0.05q^3 + 0.005q^4, mu = q, all lines", an_total),
        ("  same, only v -> v+1", an_step),
        ("V = q^2/2 - 0.1q^3 + 0.05q^4, mu = q, all lines", strong_total),
        ("  same, only v -> v+1", strong_step),
        ("V = q^2/2, mu = q + 0.1q^2, all lines", el_total),
        ("  same, only v -> v+1", el_step)):
    print(f"{name}: {pair_of_values[0]:.5f}, {pair_of_values[1]:.5f}")
print(f"Rotor model B = {B_model}, kT = {kT_rot}, omega = 1:"
      f" sigma {weighted:.5f}, sigma/omega {unweighted:.5f} (relative)")
print("every check passed")
```

Printed output:

```
CO2, RHF/cc-pVDZ; a.u. = Hartree atomic units
isotope masses O, C: 15.9949146, 12.0 u
C-O bond length: 2.1554 bohr
bend (each of two): omega = 0.003468 hartree, |dmu/dQ| = 0.006095 a.u.
antisymmetric stretch: omega = 0.011756 hartree, |dmu/dQ| = 0.024171 a.u.
symmetric stretch: omega = 0.006895 hartree, |dmu/dQ| = 0.000000 a.u.
bend pair, formula: integral sigma d(omega) = 3.56794e-06 a.u. = 132.06 km/mol
antisymmetric stretch, formula: integral sigma d(omega) = 2.80515e-05 a.u. = 1038.23 km/mol
Bend, shares in units of the formula value (dimensionless):
T = 150 K: kT = 0.000475 hartree, x = 0.00067, n = 0.00068
  fundamental 0.99865, first hot band 0.00135, all hot bands 0.00135
  gross 1.00068, stimulated 0.00068, net 1.00000
  net intensity of bend pair: 132.06 km/mol
T = 300 K: kT = 0.000950 hartree, x = 0.02598, n = 0.02667
  fundamental 0.94871, first hot band 0.04930, all hot bands 0.05129
  gross 1.02667, stimulated 0.02667, net 1.00000
  net intensity of bend pair: 132.06 km/mol
T = 600 K: kT = 0.001900 hartree, x = 0.16118, n = 0.19216
  fundamental 0.70361, first hot band 0.22682, all hot bands 0.29639
  gross 1.19216, stimulated 0.19216, net 1.00000
  net intensity of bend pair: 132.06 km/mol
T = 1200 K: kT = 0.003800 hartree, x = 0.40148, n = 0.67078
  fundamental 0.35823, first hot band 0.28764, all hot bands 0.64177
  gross 1.67078, stimulated 0.67078, net 1.00000
  net intensity of bend pair: 132.06 km/mol
CO2 rotational constant B = 1.8457e-06 hartree
rotational correction, antisym. stretch, 300 K: 3.140e-04 (relative)
rotational correction, antisym. stretch, 1200 K: 3.438e-04 (relative)
Pulse test, omega = dmu/dQ = 1, energy gain from v = 0, 1, 2, 3:
  4.28334e-05, 4.28334e-05, 4.28334e-05, 4.28334e-05 (model units)
  predicted from the cross-section: 4.28334e-05 (model units)
  from v = 2: P(up) = 1.28484e-04, P(down) = 8.56595e-05
Model limits, omega = 1, kT = 0.3 and 1.0, relative to |dmu/dQ|^2/2:
V = q^2/2 - 0.05q^3 + 0.005q^4, mu = q, all lines: 1.00000, 1.00000
  same, only v -> v+1: 0.99529, 0.99178
V = q^2/2 - 0.1q^3 + 0.05q^4, mu = q, all lines: 1.00000, 1.00000
  same, only v -> v+1: 0.99452, 0.99370
V = q^2/2, mu = q + 0.1q^2, all lines: 1.02148, 1.04328
  same, only v -> v+1: 1.00000, 1.00000
Rotor model B = 0.01, kT = 0.8, omega = 1: sigma 1.03606, sigma/omega 1.00000 (relative)
every check passed
```
